\section*{Moire domain-wall width and the onset of well-separated domains}

\section{The decision}

A calculation of the electronic structure of a twisted bilayer starts from atomic positions. One must decide whether two rigidly rotated lattices are good enough, whether a smooth modulation of them suffices, or whether the structure has to be built from uniform domains joined by narrow walls. The choice depends on the ratio of two lengths. One is the moire period $L$, fixed by the twist. The other is
\begin{equation}
\ell=\sqrt{\frac{K}{\kappa}},
\label{ell}
\end{equation}
where $K$ is the elastic stiffness against relative displacement of the layers, an energy per area, and $\kappa$ is the curvature of the stacking energy per area at its minimum, an energy per length to the fourth power.

The square root gives the length over which a disturbance of the stacking decays. The full width of a wall is this length times a factor that depends on the shape of the stacking energy. For a sinusoidal energy the factor is $\pi$. Below, the relaxed structure is expanded for short and for long periods, each time with the first correction, to find where each description may be used.

\section{Energy and relative stiffness}

The layers are flat, elastically linear and isotropic, and at zero temperature. The disregistry $\boldsymbol\phi(\mathbf r)$ is the local displacement of one lattice relative to the other, measured from the preferred stacking. It is treated as a continuous field, which requires both $\ell$ and $L$ to be much larger than the lattice constant $a$. The mean twist or misfit is held fixed; Section 7 shows why this matters.

Only relative displacement changes the stacking, so the common part can be eliminated. Let the layers have stiffnesses $K_1,K_2$ and periodic strains $s_1,s_2$, with relative strain $p=s_2-s_1$. At given $p$ the elastic energy $\tfrac12K_1s_1^2+\tfrac12K_2(s_1+p)^2$ is stationary when
\begin{equation}
K_1s_1+K_2(s_1+p)=0,
\end{equation}
so that
\begin{equation}
s_1=-\frac{K_2p}{K_1+K_2},\qquad s_2=\frac{K_1p}{K_1+K_2}.
\end{equation}
Inserting these gives
\begin{equation}
\frac{K_1K_2^2+K_2K_1^2}{2(K_1+K_2)^2}\,p^2=\frac12Kp^2,
\qquad \frac1K=\frac1{K_1}+\frac1{K_2}.
\end{equation}
Identical layers therefore have half the stiffness of one layer. On a rigid substrate the film contributes its full stiffness.

The model is a square lattice with stacking energy
\begin{equation}
V(\phi_x)+V(\phi_y),\qquad
V(\phi)=\frac{V_0}{2}\left(1-\cos\frac{2\pi\phi}{b}\right)=V_0\sin^2\frac{\pi\phi}{b}.
\label{V}
\end{equation}
Here $b=a$ is the step of disregistry across a wall and $V_0$ the barrier per axis. Two derivatives at $\phi=0$ give $\kappa=2\pi^2V_0/b^2$.

Let $\lambda,\mu$ be the relative Lam\'e constants, already halved for identical layers. The equilibrium condition is
\begin{equation}
\mu\nabla^2\boldsymbol\phi+(\lambda+\mu)\nabla(\nabla\!\cdot\!\boldsymbol\phi)
=\bigl(V'(\phi_x),V'(\phi_y)\bigr).
\label{balance}
\end{equation}
A rigid twist by $\theta$ has $\phi_x=-by/L$ and $\phi_y=bx/L$, with
\begin{equation}
L=\frac{a}{2\sin(\theta/2)}.
\end{equation}
Try $\phi_x(y)$ and $\phi_y(x)$ for the relaxed state. The divergence vanishes, and each component of \eqref{balance} becomes the same one-dimensional equation
\begin{equation}
K\phi''=V'(\phi),\qquad K=\mu .
\label{ode}
\end{equation}
The energy separates too. The shear energy is $\tfrac12\mu(\partial_y\phi_x+\partial_x\phi_y)^2$. Its cross term is a product of a function of $y$ and a function of $x$, so its average is the product of the averages, $-\mu(b/L)^2$, a constant at fixed twist. A two-dimensional relaxation started from noise at $L=2\pi\ell$ reached the energy of this separable state, $0.1565\ \mathrm{eV/nm^2}$.

For biaxial misfit, $\phi_x(x)$ and $\phi_y(y)$ again satisfy \eqref{balance}, now with $K=\lambda+2\mu$. That state is stationary; whether it is the lowest one is not settled here.

\section{One wall}

Near registry $V'(\phi)\simeq\kappa\phi$, and \eqref{ode} becomes $\phi''=\phi/\ell^2$ with solutions $e^{\pm x/\ell}$. This is the direct meaning of \eqref{ell}: curvature controls the tails. The core probes the whole barrier. Multiply \eqref{ode} by $\phi'$ and integrate:
\begin{equation}
\tfrac12K\phi'^2=V(\phi)+C .
\label{first}
\end{equation}
Far from an isolated wall both $\phi'$ and $V$ vanish, so $C=0$. Since $2V_0/K=\kappa b^2/(\pi^2K)=(b/\pi\ell)^2$,
\begin{equation}
\phi'=\frac{b}{\pi\ell}\sin\frac{\pi\phi}{b}.
\end{equation}
With $q=\pi\phi/b$ this reads $dq/\sin q=dx/\ell$. Integration gives $\ln\tan(q/2)=x/\ell$ when the wall centre, $q=\pi/2$, lies at $x=0$. Hence
\begin{equation}
\phi=\frac{2b}{\pi}\arctan e^{x/\ell}.
\label{wall}
\end{equation}
The peak slope is $b/(\pi\ell)$. Defining the full width as the step divided by the peak slope,
\begin{equation}
w=\pi\ell .
\label{w}
\end{equation}
Another definition of width would change the factor but not $\ell$.

By \eqref{first} with $C=0$ the elastic and stacking energies are equal at every point, so the wall energy per length is
\begin{equation}
\sigma=\int K\phi'^2dx=\int_0^bK\phi'\,d\phi
=\frac{Kb}{\pi\ell}\cdot\frac{2b}{\pi}=\frac{2Kb^2}{\pi^2\ell}.
\label{sigma}
\end{equation}

\section{Short periods}

Put a domain centre at $x=0$ and define $\psi=2\pi\phi/b$, $s=2\pi x/L$. Because $V'=(\kappa b/2\pi)\sin\psi$, equation \eqref{ode} becomes
\begin{equation}
\frac{d^2\psi}{ds^2}=\epsilon\sin\psi,\qquad
\epsilon=\left(\frac{L}{2\pi\ell}\right)^2 .
\end{equation}
For small $\epsilon$ write $\psi=s+\epsilon\psi_1+\epsilon^2\psi_2+\dots$, with odd periodic corrections. The first order is
\begin{equation}
\psi_1''=\sin s\quad\Rightarrow\quad\psi_1=-\sin s .
\end{equation}
The second order comes from expanding $\sin(s+\epsilon\psi_1)$:
\begin{equation}
\psi_2''=\psi_1\cos s=-\tfrac12\sin2s\quad\Rightarrow\quad
\psi_2=\tfrac18\sin2s .
\end{equation}
The slope relative to its mean $b/L$ is $d\psi/ds=1-\epsilon\cos s+\tfrac14\epsilon^2\cos2s$. At the domain centre ($s=0$) and the wall centre ($s=\pi$) it is
\begin{equation}
R_{\rm d}=1-\epsilon+\frac{\epsilon^2}{4},\qquad
R_{\rm w}=1+\epsilon+\frac{\epsilon^2}{4}.
\label{short}
\end{equation}
The layers gain little by relaxing when $\epsilon\ll1$, because a modulation of short wavelength costs much elastic energy. The expansion parameter reaches one at $L=2\pi\ell=2w$, which marks the crossover. A rigid structure has slopes correct to about 10 percent of the mean when $\epsilon<0.1$, that is, for $L$ below about $2\ell$.

\section{Long periods}

For a periodic array $C>0$, because the slope at the domain centre is no longer zero. Write that slope as $cb/(\pi\ell)$. Then \eqref{first} reads
\begin{equation}
\phi'=\frac{b}{\pi\ell}\sqrt{c^2+\sin^2q},\qquad q=\frac{\pi\phi}{b}.
\label{arrayslope}
\end{equation}
Half a period takes $q$ from $0$ to $\pi/2$. With $t=\sin q$,
\begin{equation}
\frac{L}{2\ell}=I(c)=\int_0^1\frac{dt}{\sqrt{1-t^2}\sqrt{c^2+t^2}} .
\label{I}
\end{equation}
Small $c$ means a long period. Split the integral at $\eta$, with $c\ll\eta\ll1$. Below $\eta$ use $(1-t^2)^{-1/2}\simeq1+t^2/2$:
\begin{align}
I_<&=\ln\frac{2\eta}{c}+\frac{c^2}{4\eta^2}
+\frac14\left(\eta^2+\frac{c^2}{2}-c^2\ln\frac{2\eta}{c}\right).
\end{align}
The first two terms are the expansion of $\operatorname{arsinh}(\eta/c)$; the bracket comes from $\tfrac12\int t^2(c^2+t^2)^{-1/2}dt$. Above $\eta$ use $(c^2+t^2)^{-1/2}\simeq t^{-1}-c^2/(2t^3)$. The two integrals needed are
\begin{align}
\int_\eta^1\frac{dt}{t\sqrt{1-t^2}}&\simeq\ln\frac2\eta-\frac{\eta^2}{4},\\
\int_\eta^1\frac{dt}{t^3\sqrt{1-t^2}}&\simeq\frac1{2\eta^2}-\frac14+\frac12\ln\frac2\eta ,
\end{align}
so that
\begin{equation}
I_>=\ln\frac2\eta-\frac{\eta^2}{4}-\frac{c^2}{4\eta^2}
+\frac{c^2}{8}-\frac{c^2}{4}\ln\frac2\eta .
\end{equation}
In the sum the powers of $\eta$ cancel and the logarithms combine:
\begin{equation}
\frac{L}{2\ell}=\Lambda-\frac{c^2}{4}(\Lambda-1),\qquad \Lambda=\ln\frac4c .
\label{Lc}
\end{equation}
Omitted terms of the two expansions give further powers of $\eta$, which must cancel because $I$ does not depend on $\eta$, and remainders of order $c^4$ times a logarithm.

At leading order $c=c_0=4e^{-L/2\ell}$. For the correction, solve \eqref{Lc} for $\Lambda$ with $c_0$ in the small term and use $c=4e^{-\Lambda}$:
\begin{equation}
c\simeq c_0\left[1-\frac{c_0^2}{4}\left(\frac{L}{2\ell}-1\right)\right].
\end{equation}
Dividing the slope $cb/(\pi\ell)$ by the mean $b/L$ gives
\begin{equation}
R_{\rm d}\simeq\frac{4L}{\pi\ell}e^{-L/2\ell}
\left[1-4e^{-L/\ell}\left(\frac{L}{2\ell}-1\right)\right].
\label{long}
\end{equation}
The leading term is the overlap of the tails of the two neighbouring walls: each contributes a slope $(2b/\pi\ell)e^{-L/2\ell}$ midway between them. At the wall centre $\sin q=1$, and \eqref{arrayslope} gives
\begin{equation}
R_{\rm w}=\frac{L}{\pi\ell}\sqrt{1+c^2}\simeq
\frac{L}{\pi\ell}\left(1+8e^{-L/\ell}\right).
\label{peak}
\end{equation}
The wall width is therefore $\pi\ell(1-8e^{-L/\ell})$. Neighbours compress a wall slightly, and the correction is exponentially small. Numerical minimization of two layers with unequal stiffnesses confirmed the array slopes, the isolated width and the leading terms of both limits.

\section{When domains are well separated}

Separation has no sharp onset, so a criterion is a convention. Here walls count as well separated when the slope at the domain centre is below one tenth of its mean. The condition $R_{\rm d}=0.1$ gives
\begin{equation}
L_{\rm sep}=9.61\,\ell=3.06\,w .
\label{sep}
\end{equation}
The leading term of \eqref{long} reproduces it: $(4\times9.61/\pi)e^{-4.805}\simeq0.10$. The rule to remember, for parallel or square-grid walls in flat layers with a sinusoidal stacking energy, is $L\gtrsim10\ell$, about three wall widths; a triangular wall network needs a longer period, as the last section explains.

Separated walls need not leave most of the area in registry. Call a point registered if its disregistry lies within $b/10$ of a minimum. In an isolated wall the unregistered part runs from $\phi=0.1b$ to $0.9b$. By \eqref{wall} the ends lie at $x=\mp\ell\ln\tan(0.45\pi)$, so the registered fraction of a line is
\begin{equation}
f\simeq1-2\ln\tan(0.45\pi)\,\frac{\ell}{L}=1-3.685\,\frac{\ell}{L}.
\label{f}
\end{equation}
For the twisted square lattice both components must be registered. They depend on different coordinates, so the area fraction is $f^2$. Rigid layers have $f=0.2$ and $f^2=0.04$. At $L_{\rm sep}$ the values are $0.617$ and $0.381$. Half the area is registered when $f=0.707$, which \eqref{f} places at $L\simeq12.6\,\ell$.

\subsection*{A worked case}

Take two identical model layers with $a=0.40$ nm, a shear modulus of $600\ \mathrm{eV/nm^2}$ and a Lam\'e constant of $400\ \mathrm{eV/nm^2}$ each, and $V_0=0.20\ \mathrm{eV/nm^2}$. For twist $K=600/2=300\ \mathrm{eV/nm^2}$, and
\begin{align}
\kappa&=\frac{2\pi^2(0.20)}{(0.40)^2}=24.67\ \mathrm{eV/nm^4},\\
\ell&=\sqrt{300/24.67}=3.49\ \mathrm{nm},\qquad w=\pi\ell=10.95\ \mathrm{nm}.
\end{align}
Since $\ell/a=8.7$, the continuum description is reasonable. The peak relative slope is $0.40/10.95=3.65$ percent, shared equally by the layers.

The crossover period $2w=21.9$ nm corresponds to a twist of $1.05^\circ$, and $L_{\rm sep}=33.5$ nm to $0.68^\circ$. Three angles show the regimes.

At $3^\circ$, $L=7.64$ nm and $\epsilon=(7.64/21.91)^2=0.122$. Equation \eqref{short} gives $R_{\rm d}=1-0.122+0.004=0.882$ and $R_{\rm w}=1.125$; the full solution has $0.883$ and $1.125$. The structure is a weak modulation of the rigid one, with a registered area of $0.050$ against $0.04$ without relaxation.

At $1^\circ$, $L/\ell=6.57$. The leading term of \eqref{long} gives $R_{\rm d}=0.313$, and the bracket lowers it to $0.309$, the value of the full solution. Relaxation is strong, but the registered area is only $0.209$, and walls occupy much of the cell.

At $0.3^\circ$, $L/\ell=21.9$. The centre slope is $0.0005$ of the mean and $f=1-3.685/21.91=0.832$, so the registered area is $0.692$. Here the domain picture is the right starting point.

The two expansions are not equally good at the crossover. For $\epsilon=1$ the short-period form gives $R_{\rm d}=0.25$, while \eqref{long} gives $0.340$, equal to the full solution at the printed accuracy. The long-period form is thus usable well before the domains are separated.

\section{Commensurability: why the period must be held}

The criterion $L\gtrsim10\ell$ describes a structure whose mean period is imposed. If the layers can change their mean strain or rotation, they may remove the walls.

For twist this follows from the signs of the energies. The aligned state has neither strain nor stacking energy, and both are non-negative in any other state. A free twisted bilayer thus lowers its energy by rotating into alignment. A small-angle moire has to be held by clamping, friction or a barrier to rotation.

For misfit there is a competition. Consider a natural misfit $\delta$ along one direction, with the other direction matched, and straight walls perpendicular to the misfit direction. The elastic energy is $\tfrac12K(\phi'-\delta)^2$. Relative to the commensurate state $\phi=0$, the energy per length is $\tfrac12K\phi'^2+V-K\delta\phi'$. Integrated over one period it gives
\begin{equation}
\Delta E=E(L)-K\delta b,
\end{equation}
where $E(L)$ is the energy per wall of the array without the misfit term. From \eqref{first}, $\tfrac12K\phi'^2+V=K\phi'^2-C$, so
\begin{equation}
E=J(C)-CL,\qquad J(C)=\int_0^b\sqrt{2K(V+C)}\,d\phi .
\end{equation}
Since $dJ/dC=\int_0^b d\phi/\phi'=L$, one finds $dE/dL=-C<0$. Walls repel, and $E(L)$ falls towards $\sigma$ from above. Such walls can therefore lower the energy only if $K\delta b>\sigma$, that is,
\begin{equation}
\delta>\delta_c=\frac{\sigma}{Kb}=\frac{2b}{\pi^2\ell},\qquad
\frac{b}{\delta_c}=\frac{\pi^2\ell}{2}.
\label{deltac}
\end{equation}
A free pair with misfit along this one direction therefore admits no such walls when its natural period exceeds $4.93\,\ell$. Oblique walls partly shear the layers and can enter at a slightly smaller misfit once $\lambda$ exceeds about $3.5\,\mu$ (by roughly one percent at $\lambda=6\mu$); in the worked case $\lambda<\mu$, and they do not. Equal misfit along both directions stresses the layers more, and a straight wall perpendicular to one of them then enters at a smaller misfit: the limiting period is longer by the factor $2(\lambda+\mu)/(\lambda+2\mu)$, which is 1.25 in the worked case and gives $6.17\,\ell$. In the worked case both limits are shorter than $L_{\rm sep}$, so the natural period of such a free misfit pair must not be put into \eqref{sep}.

Sparse equilibrium arrays do exist just above $\delta_c$. Minimizing $\Delta E/L$ over $L$ gives $E-L\,dE/dL=K\delta b$, or $J(C)=K\delta b$. For long periods $C=\tfrac12K(b/\pi\ell)^2c_0^2$ decays as $e^{-L/\ell}$. Integrating $dE/dL=-C$ then gives $E-\sigma=C\ell$, hence $J=\sigma+C(L+\ell)$ and
\begin{equation}
\frac{\delta}{\delta_c}-1\simeq4e^{-L/\ell}\left(\frac L\ell+1\right).
\end{equation}
At $L=9.61\,\ell$ the right side is $0.003$. Free arrays with separated walls thus need a misfit within about 0.3 percent of the threshold value itself.

In the worked case the misfit stiffness is $\lambda+2\mu=200+600=800\ \mathrm{eV/nm^2}$. It gives $\ell=5.69$ nm, $w=17.9$ nm, $\delta_c=1.42$ percent and a natural period of $28.1$ nm at threshold. Misfit walls are wider than twist walls here because they stretch the layers, which is stiffer than shearing them.

\section{When curvature is not enough}

Equation \eqref{first} with $C=0$ gives the core width for any stacking energy with barrier $V_b$, provided the wall follows a straight path in disregistry, so that one component and one stiffness suffice:
\begin{equation}
w=\frac{b}{\phi'_{\max}}=b\sqrt{\frac{K}{2V_b}} .
\label{core}
\end{equation}
This equals $\pi\sqrt{K/\kappa}$ for a sinusoid, where curvature and barrier are tied together. In general they are independent, and a flat minimum or a low saddle changes the factor.

A honeycomb bilayer with two equivalent preferred stackings is a useful second case. Keep the first harmonics, $V=v\bigl(\sum_{j=1}^3\cos\mathbf G_j\!\cdot\!\boldsymbol\phi+\tfrac32\bigr)$, with the three $\mathbf G_j$ at $120^\circ$ and of length $g=4\pi/(\sqrt3a)$. Along the line joining the minima, with $\tau=g\phi$,
\begin{equation}
V=v\left(\cos\tau+2\cos\frac\tau2+\frac32\right).
\end{equation}
The minima at $\tau=4\pi/3$ and $8\pi/3$ have $V=0$, and the saddle between them at $\tau=2\pi$ has $V_b=v/2$. The step is $b=4\pi/(3g)=a/\sqrt3$, shorter than a lattice vector. The curvature is
\begin{equation}
\kappa=vg^2\left(-\cos\tau-\tfrac12\cos\tfrac\tau2\right)_{\tau=4\pi/3}
=\frac34vg^2=\frac{4\pi^2v}{a^2}.
\end{equation}
Comparing the two estimates,
\begin{equation}
b\sqrt{\frac{K}{2V_b}}=\frac{a}{\sqrt3}\sqrt{\frac Kv},\qquad
\pi\sqrt{\frac K\kappa}=\frac a2\sqrt{\frac Kv},
\end{equation}
so the true core is wider by $2/\sqrt3=1.155$. The curvature rule falls short by 13 percent of the true width. For a shear wall, where the step is parallel to the wall and $K=\mu$, relaxation with both components of $\boldsymbol\phi$ free gave $1.154$. The square root remains a sound estimate here; for a width better than that, use the barrier. The number in \eqref{sep} was derived for parallel walls and does not carry over unchanged to the triangular wall network of such a twisted bilayer. The centre of a triangular domain of side $L$ lies only $L/(2\sqrt3)=0.29L$ from its walls, against $L/2$ between parallel walls, so the same distance from the walls requires a period longer by $\sqrt3$.

The main values for the worked case are collected in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 0.40 nm
stacking barrier per axis V0 = 0.20 eV/nm^2
shear modulus of one layer = 600 eV/nm^2
Lame constant of one layer = 400 eV/nm^2
relative shear stiffness K = 300 eV/nm^2
stacking curvature kappa = 24.67 eV/nm^4
decay length ell = 3.487 nm
ell / a = 8.72
full wall width pi*ell = 10.95 nm
peak relative slope in wall = 3.65 percent
wall energy = 2.790 eV/nm
crossover period 2*pi*ell = 21.91 nm
crossover twist = 1.046 degrees
centre/mean slope at crossover = 0.340
separation criterion L/ell = 9.61
separation criterion L/width = 3.06
separation period = 33.52 nm
separation twist = 0.684 degrees
registered line fraction there = 0.617
registered area fraction there = 0.381
registered-fraction coefficient = 3.685
twist 3.0 degrees: L = 7.64 nm, L/ell = 2.19
  centre/mean slope = 0.88251, peak/mean = 1.125
  registered line = 0.224, area = 0.050
twist 1.0 degrees: L = 22.92 nm, L/ell = 6.57
  centre/mean slope = 0.30904, peak/mean = 2.115
  registered line = 0.457, area = 0.209
twist 0.3 degrees: L = 76.39 nm, L/ell = 21.91
  centre/mean slope = 0.00049, peak/mean = 6.974
  registered line = 0.832, area = 0.692
misfit stiffness lambda+2mu = 800 eV/nm^2
misfit-wall decay length = 5.694 nm
misfit-wall full width = 17.89 nm
free uniaxial misfit threshold = 1.424 percent
natural period at threshold = 28.10 nm
2D relaxed twist energy = 0.156517 eV/nm^2
separable twist energy = 0.156517 eV/nm^2
honeycomb width/(pi*ell), relaxed = 1.1544
honeycomb width/(pi*ell), formula = 1.1547
\end{verbatim}
